# Why saving frames more often does not shrink error bars

Q: I have a first-principles molecular dynamics run of 40,000 steps and need the average of an energy. So far I have saved every 800th step, which gives 50 frames. The error bar of a mean is the standard deviation divided by \(\sqrt N\). If I save every step instead, \(N\) grows by 800 and the bar shrinks by a factor of about 28. The steps are computed anyway, so the precision is free.

A: The number you calculate will shrink like that. Whether the error shrinks is a separate question, because dividing by \(\sqrt N\) assumes uncorrelated frames. How different is your energy from one step to the next?

Q: Hardly different at all. But each frame is still a valid sample of the same ensemble.

A: It is, and so the mean stays unbiased. Its scatter is another matter. Let \(A(t)\) be the observable in an equilibrated, stationary run, with mean \(\mu\), variance \(\sigma^2\) and correlation function

\[
\rho(t)=\frac{\langle (A(t_0)-\mu)(A(t_0+t)-\mu)\rangle}{\sigma^2},\qquad \rho(0)=1 .
\]

The angle brackets average over many independent runs. Hold the run length \(T\) fixed and save frames \(A_1,\dots,A_N\) at times \(h,2h,\dots,Nh=T\). The squared error of their mean \(\bar A\) is

\[
V=\langle(\bar A-\mu)^2\rangle=\frac{1}{N^2}\sum_{i,j=1}^{N}\sigma^2\rho(|i-j|h).
\]

There are \(N\) terms with \(i=j\), and \(2(N-k)\) terms with \(|i-j|=k\). Therefore

\[
V=\frac{\sigma^2}{N}\Big[1+2\sum_{k=1}^{N-1}\Big(1-\frac kN\Big)\rho(kh)\Big].
\]

Your rule keeps only the 1 in the bracket.

Q: But I take the standard deviation from the data. If the frames are correlated, doesn't it notice?

A: Barely. Let \(s^2=\sum_i(A_i-\bar A)^2/(N-1)\). Writing \(A_i-\bar A=(A_i-\mu)-(\bar A-\mu)\) and expanding the square gives

\[
\sum_i(A_i-\bar A)^2=\sum_i(A_i-\mu)^2-N(\bar A-\mu)^2 ,
\]

because the cross term is \(-2N(\bar A-\mu)^2\) and the last square adds \(+N(\bar A-\mu)^2\). The average of the right side is \(N\sigma^2-NV\). Dividing by \(N(N-1)\),

\[
\Big\langle\frac{s^2}{N}\Big\rangle=\frac{\sigma^2-V}{N-1}.
\]

The numerator cannot exceed \(\sigma^2\), so at fixed \(T\) the naive squared error goes to zero as \(N\) grows, whatever the true error does.

Q: Then what does the true error do? The prefactor \(1/N\) falls, but the sum in the bracket gets more terms.

A: Take the simplest decay, \(\rho(t)=e^{-t/\tau}\), and set \(r=e^{-h/\tau}\), so that \(\rho(kh)=r^k\). To do the sum, note that \((N-k)\) counts the integers \(j\) from \(k\) to \(N-1\):

\[
\sum_{k=1}^{N-1}(N-k)r^k=\sum_{j=1}^{N-1}\sum_{k=1}^{j}r^k
=\sum_{j=1}^{N-1}\frac{r(1-r^j)}{1-r}
=\frac{r}{1-r}\Big[N-1-\frac{r-r^N}{1-r}\Big].
\]

Since \(1+(r-r^N)/(1-r)=(1-r^N)/(1-r)\), the last bracket is \(N-(1-r^N)/(1-r)\). Multiply by \(2/N\), add the 1, and use \(1+2r/(1-r)=(1+r)/(1-r)\):

\[
V=\frac{\sigma^2}{N}\Big[\frac{1+r}{1-r}-\frac{2r(1-r^N)}{N(1-r)^2}\Big].
\]

Now let \(h\to0\) with \(N=T/h\). Then \(1-r\to h/\tau\), so \(N(1-r)\to T/\tau\) and \(r^N=e^{-T/\tau}\). The first term tends to \(2\tau\sigma^2/T\) and the second to \(-2(\tau/T)^2\sigma^2(1-e^{-T/\tau})\). Together,

\[
V_0=\frac{2\tau\sigma^2}{T}\Big[1-\frac{\tau}{T}\big(1-e^{-T/\tau}\big)\Big].
\]

The true error stops at a value set by \(T/\tau\). For \(T\gg\tau\) the run is worth at most about \(T/2\tau\) independent frames, however many you save.

Q: So there is a floor. How close to it am I at a given \(h\)?

A: For a long run the second term in \(V\) is small. Multiplying the numerator and denominator of \((1+r)/(1-r)\) by \(e^{h/2\tau}\) turns it into a hyperbolic cotangent, and \(x\coth x\approx1+x^2/3\) for small \(x\) gives

\[
V\approx\frac{\sigma^2h}{T}\coth\frac{h}{2\tau}
=\frac{2\tau\sigma^2}{T}\Big[\frac{h}{2\tau}\coth\frac{h}{2\tau}\Big]
\approx\frac{2\tau\sigma^2}{T}\Big[1+\frac{h^2}{12\tau^2}\Big].
\]

At \(h=\tau\) the squared error is about 8% above the floor, and the error itself about 4%. That is all that denser saving can still remove.

Q: Could you put numbers on a run like mine?

A: Let us take round model parameters, in atomic units of time: a step of 20, \(T=800000\) (19.35 ps), \(\tau=4000\) (96.8 fs), and \(\sigma=5\) millihartree (mEh). Then \(2\tau/T=0.01\), and the long-run floor is \(5\sqrt{0.01}=0.5\) mEh. The bracket in \(V_0\) is \(1-1/200\), which lowers this to 0.499 mEh, or 13.6 meV.

For comparison with actual scatter, I generated 2000 independent trajectories of the overdamped Langevin equation. With step \(\Delta t\) and independent standard normal numbers \(g_n\),

\[
A_{n+1}=A_n-\frac{\Delta t}{\tau}A_n+\sigma\sqrt{\frac{2\Delta t}{\tau}}\;g_n ,
\]

starting from a normal distribution of width \(\sigma\). Each step multiplies the old value by \(1-\Delta t/\tau\) and adds independent noise, so the correlation after \(k\) steps is \((1-\Delta t/\tau)^k\approx e^{-k\Delta t/\tau}\). The stationary variance \(w\) satisfies \(w=(1-\Delta t/\tau)^2w+2\sigma^2\Delta t/\tau\), so \(w=\sigma^2/(1-\Delta t/2\tau)\), about 0.25% above \(\sigma^2\) for \(\Delta t/\tau=1/200\). The true mean is zero, so the root mean square of the 2000 trajectory averages is the actual error. The table gives errors in mEh: "true" is \(\sqrt V\), "scatter" comes from the trajectories, and "naive" is the root of \((\sigma^2-V)/(N-1)\).

| \(h\) | \(N\) | true | scatter | naive |
|---:|---:|---:|---:|---:|
| 16000 | 50 | 0.720 | 0.709 | 0.707 |
| 8000 | 100 | 0.572 | 0.583 | 0.499 |
| 4000 | 200 | 0.519 | 0.525 | 0.353 |
| 2000 | 400 | 0.504 | 0.512 | 0.249 |
| 400 | 2000 | 0.499 | 0.505 | 0.111 |
| 20 | 40000 | 0.499 | 0.505 | 0.025 |

A spread estimated from 2000 normal values has a relative uncertainty of \(1/\sqrt{4000}\approx1.6\%\), as one standard deviation. The "true" and "scatter" columns differ by 1.1% to 1.9%, at most about 1.2 such standard deviations. These columns level off near 0.5, while the naive one keeps falling as \(\sqrt h\).

Q: My 50 frames had an almost honest bar, then. With all 40,000 it would be 20 times too small.

A: Yes, in this model. The interval \(\bar A\pm2\) naive bars then reaches only a tenth of a true error to each side. It contained the true mean in 7.7% of the trajectories.

Q: I did gain something, though. The true error fell from 0.72 to 0.50.

A: That gain is real, and most of it came before \(h\) reached \(\tau\). At \(h=16000=4\tau\) a frame halfway between two saved ones has a correlation of only \(e^{-2}\approx0.14\) with each, so some of the frames you discarded still carried much new information. From \(h=\tau\) down to every step, 200 times as many frames lower the error by 3.9%.

Q: Perhaps the plain mean is just a poor way to use the extra frames. Could a cleverer estimator extract more from them?

A: We can bound what any unbiased estimator achieves if we also assume that the process is Gaussian, with \(\sigma\) and \(\tau\) known. Replace each frame after the first by what is new in it, \(y_k=A_{k+1}-rA_k\). No data are lost, since the frames can be rebuilt from \(A_1\) and the \(y_k\). For any earlier frame \(A_j\) with \(j\le k\), the covariance with \(y_k\) is

\[
\sigma^2\big(r^{\,k+1-j}-r\,r^{\,k-j}\big)=0 .
\]

Uncorrelated jointly Gaussian variables are independent, so \(A_1,y_1,y_2,\dots\) are all independent. The mean of \(y_k\) is \((1-r)\mu\), and its variance is \(\sigma^2(1+r^2-2r\cdot r)=\sigma^2(1-r^2)\).

The Fisher information \(I\) is the variance of the derivative of the log probability density with respect to \(\mu\). For a Gaussian of mean \(c\mu\) and variance \(v\), that derivative is \(c(y-c\mu)/v\), with variance \(c^2/v\). Each new frame therefore adds

\[
\frac{(1-r)^2}{\sigma^2(1-r^2)}=\frac{1}{\sigma^2}\,\frac{1-r}{1+r}=\frac{1}{\sigma^2}\tanh\frac{h}{2\tau}.
\]

The first frame has \(c=1\) and \(v=\sigma^2\), so independent contributions add up to

\[
I=\frac{1}{\sigma^2}\Big[1+(N-1)\tanh\frac{h}{2\tau}\Big]\;\longrightarrow\;\frac{1}{\sigma^2}\Big[1+\frac{T}{2\tau}\Big]\quad(h\to0).
\]

Q: And how does \(I\) limit an estimator?

A: Call the derivative of the log density \(u\); its mean is zero. An unbiased estimator \(m\) satisfies \(\langle m\rangle=\mu\) for every \(\mu\). Differentiating this with respect to \(\mu\) gives \(\langle mu\rangle=1\), so \(m\) and \(u\) have covariance 1. A squared covariance cannot exceed the product of the variances, hence \(1\le I\,\mathrm{Var}(m)\), the Cramér–Rao inequality.

In our example \(\sigma^2I\) is 48.2 for 50 frames, 93.0 for 200 and 101.0 for 40,000. The plain mean reaches \(\sigma^2/V=48.2\), 92.8 and 100.5, so in these three cases no unbiased estimator can lower its squared error by more than about half a percent. Close frames contribute about \(h/2\tau\) of an independent frame each: twice as many frames, each worth half as much.

Q: That is convincing for an exponential. My other observable is a bond length that vibrates. Its oscillations die out over 4000 time units too. May I save every 400 and expect to be near the floor?

A: Not necessarily; it depends on the period of the vibration. There the rule "below the correlation time" can fail badly if you read that time from the envelope. We need \(V\) for a general \(\rho\). For a run much longer than the decay of \(\rho\), drop \(k/N\) and extend the sum to infinity, with \(\rho(-t)=\rho(t)\):

\[
V\approx\frac{h\sigma^2}{T}\sum_{k=-\infty}^{\infty}\rho(kh).
\]

Define the spectral density \(S(\omega)=\sigma^2\int_{-\infty}^{\infty}\rho(t)e^{i\omega t}dt\), and add up its copies shifted by multiples of \(2\pi/h\): \(P(\omega)=\sum_m S(\omega+2\pi m/h)\). This function has period \(2\pi/h\), and its Fourier coefficients are

\[
\frac{h}{2\pi}\int_0^{2\pi/h}P(\omega)e^{-i\omega kh}d\omega
=\frac{h}{2\pi}\int_{-\infty}^{\infty}S(\omega)e^{-i\omega kh}d\omega
=h\sigma^2\rho(kh).
\]

The first equality joins the shifted pieces into one integral, since \(e^{-i\omega kh}\) is unchanged by the shifts; the second is the inverse Fourier transform. Summing the Fourier series at \(\omega=0\) gives \(P(0)=h\sigma^2\sum_k\rho(kh)\), so

\[
V\approx\frac1T\sum_{m=-\infty}^{\infty}S\!\Big(\frac{2\pi m}{h}\Big).
\]

Q: What do the separate terms mean?

A: The term \(m=0\) is the floor, \(S(0)/T\), and it does not contain \(h\). The others are aliases: motion at a multiple of the saving frequency looks constant in the saved frames and passes into the mean. No term is negative, because \(S(\omega)\) is the long-time limit of \(\langle|\int_0^T(A-\mu)e^{i\omega t}dt|^2\rangle/T\). Dividing \(h\) by an integer keeps only a subset of the aliases, so in this long-run formula it cannot raise \(V\); other changes of \(h\) move the aliases and can place one on a peak of \(S\). No choice of \(h\) touches the floor. It stops helping once \(S\) is negligible at \(2\pi/h\) and its multiples.

Q: And for my vibration?

A: Model it as a weakly damped Langevin oscillator. With \(x\) the displacement from the mean bond length and \(v=\dot x\),

\[
\dot v=-\omega_0^2x-\gamma v+\xi(t),\qquad\langle\xi(t)\xi(t')\rangle=D\,\delta(t-t').
\]

In the stationary state all averages are constant. From \(d\langle x^2\rangle/dt=2\langle xv\rangle=0\) and \(d\langle xv\rangle/dt=\langle v^2\rangle-\omega_0^2\langle x^2\rangle-\gamma\langle xv\rangle=0\) we get \(\langle v^2\rangle=\omega_0^2\sigma^2\). The noise feeds \(\langle v^2\rangle\) at the rate \(D\) and friction drains it at \(2\gamma\langle v^2\rangle\), so \(D=2\gamma\omega_0^2\sigma^2\).

Under the transform with \(e^{i\omega t}\), a time derivative becomes \(-i\omega\), apart from end terms negligible in a long run. Hence \((\omega_0^2-\omega^2-i\gamma\omega)\,x_\omega=\xi_\omega\), and

\[
S(\omega)=\frac{2\gamma\omega_0^2\sigma^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2},\qquad
S(0)=\frac{2\gamma\sigma^2}{\omega_0^2},\qquad
S(\omega_0)=\frac{2\sigma^2}{\gamma}.
\]

The floor is low because positive and negative half-swings cancel in the mean. The resonance is high, and saving once per period, \(h=2\pi/\omega_0\), places the aliases \(m=\pm1\) right on it.

Q: How bad is that in numbers?

A: Take a period of 400, \(\gamma=0.0005\) (an envelope \(e^{-\gamma t/2}\) with decay time 4000), \(\sigma=0.05\) bohr and the same \(T\). The two resonant aliases give \(V\approx4\sigma^2/(\gamma T)=0.01\,\sigma^2\), an error of about 0.005 bohr. For the table I summed the full expression for \(V\) numerically. The correlation function it needs solves \(\ddot\rho+\gamma\dot\rho+\omega_0^2\rho=0\) with \(\rho(0)=1\), \(\dot\rho(0)=0\), since later noise is uncorrelated with \(x(0)\) and \(\langle xv\rangle=0\). Errors are in \(10^{-4}\) bohr.

| \(h\) | \(N\) | true | naive |
|---:|---:|---:|---:|
| 400 | 2000 | 49.9 | 11.1 |
| 100 | 8000 | 1.13 | 5.59 |
| 20 | 40000 | 1.13 | 2.50 |

Going from 400 to 100 cuts the true error by a factor of about 44, although both intervals are far below 4000. Going on to 20 gains almost nothing. The first row is the resonant case: at the longer interval \(h=500\) the same sum gives only 4.7.

Q: And in the last two rows my naive bar is too large!

A: Yes, because it ignores the cancellation between half-swings. That does not make it safe. Its square is about \(\sigma^2h/T\), which drops below the floor \(S(0)/T\) once \(h<2\gamma/\omega_0^2\), about 4 time units here. That is finer than our step of 20, so in this example the naive bar stays too large down to every step; with stronger damping or a slower vibration the crossover lies higher. The very low floor also depends on the oscillator being harmonic. In a Morse well, \(\tfrac12\omega_0^2(x^2-ax^3+\dots)\) per unit mass, a vanishing average force over one orbit of energy \(E\) gives a mean displacement of about \(\tfrac32aE/\omega_0^2\). The energy fluctuates by \(\omega_0^2\sigma^2\) and relaxes at the rate \(\gamma\), which adds about \(2(\tfrac32a\sigma^2)^2/\gamma\) to \(S(0)\). For \(a\approx1.1\) per bohr, typical of an O–H bond, this is roughly seven times the harmonic \(S(0)\). The floor rises to about \(3\times10^{-4}\) bohr, and the naive bar at \(h=20\) is then too small. Slow motion of the surroundings can add to \(S(0)\) as well. The criterion for \(h\) is that \(S\), summed over the nonzero multiples of \(2\pi/h\), be small compared with \(S(0)\); beyond that, more frames improve the mean very little.

Q: Should I throw frames away, then?

A: There is no need. If they cost nothing, average them all and repair the error bar. If each frame needs a further expensive calculation, choose \(h\) by the criterion above. Spectra and other time-resolved quantities have their own sampling needs.

Q: How do I repair the bar from a single run?

A: Cut the run into \(n\) blocks of length \(B=T/n\), much longer than \(\tau\), and treat the block means as your data. The identity for \(s^2/N\) used only a common variance and the definition of the mean, so it holds for blocks too. The expected squared bar is \((V_B-V)/(n-1)\), where \(V_B\) is the squared error of one block mean. For the exponential case with dense frames, neglecting \(e^{-B/\tau}\),

\[
\frac{V_B-V}{n-1}
=\frac{2\tau\sigma^2}{B(n-1)}\Big[1-\frac1n-\frac{\tau}{B}\Big(1-\frac1{n^2}\Big)\Big]
=\frac{2\tau\sigma^2}{T}\Big[1-\frac{\tau}{B}-\frac{\tau}{T}\Big].
\]

Here I used \(1-1/n^2=(1-1/n)(1+1/n)\), \(nB=T\) and \(\tau/(nB)=\tau/T\). The true value has the bracket \(1-\tau/T\), so the squared bar is low by a fraction of about \(\tau/B\).

For the energy example with ten blocks, \(\tau/B=1/20\), and the root of the expected squared bar should be about 2.5% low. The formula gives 0.486 mEh with every step saved and 0.508 mEh with \(h=\tau\), against true errors of 0.499 and 0.519. The bar from a single run scatters around these values by about \(1/\sqrt{2(n-1)}\approx24\%\). In both cases the root-mean-square block bar follows the true error to within about 2.5%, so for \(h\le\tau\) it hardly depends on how often you save.

Q: Ten blocks sounds like few.

A: It makes the bar itself noisy. With every step saved, intervals of two block bars contained the true mean in 91% of the trajectories, somewhat below the 95% expected for a precisely known normal error. Longer blocks reduce the bias but leave fewer of them, so compare several block lengths and look for a range where the bar is stable.

Q: And if 0.5 mEh is too large for my purpose?

A: Then you need more simulated time. The floor falls as \(1/\sqrt T\): a run four times as long brings the error to 0.25 mEh, and several independent equilibrated runs of the same total length do about as well.
